Thermal smearing of two-dimensional static polarisability at q = 0 and 2kF

**Question**

I am working on static screening in a two-dimensional electron gas. At zero temperature the polarisability has the same value at q = 0 and at q = 2kF. I am told that warming the gas lowers the 2kF value as √(T/TF), while the q = 0 value hardly moves, and that both facts follow from Maldague's thermal convolution.

I tried a Sommerfeld expansion in T². At q = 2kF it fails, because the derivative with respect to Fermi energy is infinite on one side. At q = 0 every coefficient vanishes. How do I get the actual laws, including the coefficient of the square root? And would they survive in a real quantum well?

**Answer**

Both difficulties disappear if you do the convolution without expanding its integrand. I take non-interacting electrons in an isotropic parabolic band, E = ħ²k²/2m, with degeneracy g (g = 2 for spin alone). The density n is held fixed as T changes, so kF and EF = kB TF keep their zero-temperature values. Define

t = T/TF,  N0 = g m/(2πħ²).

N0 is the density of states per unit area, independent of energy. The static polarisability, with the sign chosen to make it positive, is

Π(q) = g ∫ d²k/(2π)² (f_k − f_{k+q})/(E_{k+q} − E_k).

"q = 0" means the limit q → 0 taken after setting the frequency to zero.

**The thermal convolution**

Let f(E) be the Fermi function with chemical potential μ, and let

s(x) = 1/[4kBT cosh²(x/2kBT)].

This is minus the energy derivative of the Fermi function: an even peak of unit area and width of order kBT. Integrating it from E upwards gives back

∫ dμ' θ(μ' − E) s(μ' − μ) = 1/(e^{(E−μ)/kBT} + 1) = f(E).

A thermal distribution is therefore a weighted sum of sharp Fermi seas with Fermi energies μ'. Since Π is linear in f, the same sum holds for Π:

Π(q,T) = ∫₀^∞ dμ' Π₀(q;μ') s(μ' − μ).  (1)

Here Π₀ is the zero-temperature result. The integral starts at zero because a sea with μ' < 0 is empty.

**The zero-temperature input**

In the f_{k+q} term of Π, substitute k → −k − q. It becomes equal to the f_k term, so with a principal value

Π₀ = 2g P∫ d²k/(2π)² f_k/(E_{k+q} − E_k),
E_{k+q} − E_k = (ħ²q/2m)(q + 2k cosφ).

For the angular integral put u = tan(φ/2). Then dφ = 2du/(1+u²) and cosφ = (1−u²)/(1+u²), which gives

P∫₀^{2π} dφ/(q + 2k cosφ) = P∫_{−∞}^{∞} 2du/[(q+2k) + (q−2k)u²].

If q > 2k, this is 2π/√(q² − 4k²). If q < 2k, the integrand is proportional to 1/(a² − u²), whose antiderivative (1/2a) ln|(a+u)/(a−u)| vanishes at both infinities. The symmetric cuts at the two poles cancel, so the principal value is zero.

Let k' be the Fermi wave number belonging to μ', and let p be the smaller of k' and q/2. Then

Π₀ = [g m/(π²ħ²q)] 2π ∫₀^p k dk/√(q² − 4k²)
 = [2g m/(πħ²q)] [q − √(q² − 4p²)]/4
 = N0 [1 − √(1 − (2p/q)²)].

For q ≤ 2k' the root vanishes and Π₀ = N0. For q > 2k' it does not, and Π₀ < N0.

**Chemical potential at fixed density**

The density condition is

N0 EF = N0 ∫₀^∞ f dE = N0 kBT ln(1 + e^{μ/kBT}).

Hence e^{μ/kBT} = e^{1/t} − 1. It is convenient to write

μ/EF = 1 − tδ,  δ = −ln(1 − e^{−1/t}).

At low temperature δ ≈ e^{−1/t}, so μ moves only by an exponentially small amount.

**The limit q → 0**

Every occupied sea, μ' > 0, now contributes N0. Equation (1) gives

Π(0,T)/N0 = ∫₀^∞ s(μ' − μ) dμ' = 1/(1 + e^{−μ/kBT})
 = (e^{1/t} − 1)/e^{1/t}
 = 1 − e^{−1/t}.  (2)

This holds at every temperature in the model. Moving electrons around near the Fermi energy changes nothing, because the density of states there is constant. The loss comes from the band bottom, a distance EF away, where the occupation falls below one. This is why every Sommerfeld coefficient you computed was zero.

**The value at q = 2kF**

Now (2k'/q)² = μ'/EF. A sea with μ' ≥ EF contributes N0, but every sea below EF loses a square root:

Π₀(2kF;μ')/N0 = 1 − √(1 − μ'/EF) for 0 < μ' < EF.

The thermal weight is centred almost on this cusp. About half of it falls on the lower side, at typical distance kBT, where the loss is of order √(kBT/EF). That is the origin of the square root.

For the coefficient, set y = (EF − μ')/kBT. Then √(1 − μ'/EF) = √(ty) and μ' − μ = −kBT(y − δ). With the dimensionless weight w(y) = 1/[4cosh²(y/2)], equation (1) becomes

Π(2kF,T)/N0 = 1 − e^{−1/t} − √t ∫₀^{1/t} √y w(y−δ) dy.  (3)

The term e^{−1/t} is the band-bottom loss already found in (2). As t → 0, the upper limit goes to infinity and δ to zero. The coefficient of √t is then

C = ∫₀^∞ √y w(y) dy = ½ ∫₀^∞ y^{−1/2}/(e^y + 1) dy,

by parts, using w = −d/dy[1/(e^y+1)]; the boundary terms vanish. Expand 1/(e^y+1) = e^{−y} − e^{−2y} + e^{−3y} − …. The remainder after J terms is smaller than e^{−(J+1)y}, so its integral tends to zero and termwise integration is allowed:

C = ½ Γ(1/2) (1 − 1/√2 + 1/√3 − …)
 = (√π/2)(1 − √2) ζ(1/2) = 0.5361.

Here ζ is the analytically continued zeta function; ζ(1/2) is negative, so C is positive. The initial law is

Π(2kF,T)/N0 ≈ 1 − 0.536 √(T/TF).  (4)

**How good is the square-root law?**

There are no further power-law corrections in this model. To see this, extend the integral in (3) to infinity and define

I(δ) = ∫₀^∞ √y w(y−δ) dy,  I(0) = C.

The tail added must be put back. The band-bottom loss can also be written as a tail, e^{−1/t} = ∫_{1/t}^∞ w(y−δ) dy, because y > 1/t means μ' < 0. Combining the two,

Π(2kF,T)/N0 = 1 − √t I(δ) + A,
A = ∫_{1/t}^∞ [√(ty) − 1] w(y−δ) dy.

In this range ty ≥ 1, so 0 ≤ √(ty) − 1 ≤ (ty − 1)/2. Integrating the upper estimate by parts gives

0 ≤ A ≤ (t/2) ∫_{1/t}^∞ dy/(e^{y−δ} + 1)
 = (t/2) ln(1 + e^{δ−1/t}) = tδ/2.

The last equality follows from e^δ = 1/(1 − e^{−1/t}), which makes 1 + e^{δ−1/t} equal to e^δ.

For the shift in I, integrate by parts and then differentiate:

I'(δ) = ½ ∫₀^∞ y^{−1/2} w(y−δ) dy.

For y < 1 use w ≤ 1/4, which gives at most 1/4. For y > 1 use y^{−1/2} ≤ 1 and the unit area of w, which gives at most 1/2. Thus 0 ≤ I' ≤ 3/4. Writing R for the difference between the true Π/N0 and 1 − C√t, we have

−(3/4)√t δ ≤ R ≤ tδ/2.  (5)

Since δ ≈ e^{−1/t} at low T, R is exponentially small. The two contributions to R have opposite signs, and either can win: numerically R = −0.0049 at t = 0.5 and +0.0051 at t = 1. The law cannot continue indefinitely, since 1 − C√t becomes negative for t > 1/C² ≈ 3.5, whereas Π stays positive.

A direct momentum-plane integration of the Lindhard formula with thermal Fermi functions, which does not use (1), gives (1 − Π/N0)/√t = 0.536077 at t = 0.02. This agrees with C to all the digits shown.

Fixing the chemical potential at EF instead of the density would set δ = 0. The leading square root would be unchanged, and the q = 0 result would become 1/(1 + e^{−1/t}), whose departure from one is again exponentially small.

**Why 2kF is special**

Let κ = q/2kF. The cusp now lies at μ' = κ²EF instead of EF.

For fixed κ between 0 and 1, the cusp is below the Fermi energy by (1−κ²)EF. At low T, measure y downwards from the cusp; the weight becomes e^{−y−(1−κ²)/t} and the root becomes √(ty)/κ. Since ∫₀^∞ √y e^{−y} dy = √π/2,

1 − Π/N0 ≈ (√π/2)(√t/κ) e^{−(1−κ²)/t}.

This requires t ≪ κ² as well as t ≪ 1 − κ²; the band-bottom loss e^{−1/t} is then smaller still. At q = 1.5kF and t = 0.05 this formula gives a drop of 4.187×10⁻⁵; direct integration gives 4.186×10⁻⁵.

For κ > 1, Π₀ is smooth at μ' = EF and your Sommerfeld expansion works. Put x = μ'/EF. The second derivative of 1 − √(1−x/κ²) at x = 1 is (1−1/κ²)^{−3/2}/(4κ⁴), and half the mean square width of the weight is π²t²/6. Hence

[Π(T) − Π(0)]/N0 ≈ (π²t²/24κ⁴)(1 − 1/κ²)^{−3/2}.

This is a rise, not a drop. At q = 3kF and t = 0.05 the leading term is 4.90×10⁻⁴, against 4.94×10⁻⁴ from direct integration.

The square root therefore belongs to a window |1−κ²| ≲ t around 2kF. Within it the change scales as √t only if (1−κ²)/t is held fixed, and the coefficient 0.536 applies at 2kF itself. On the upper side the drop has already turned into a small rise at κ² − 1 = t. If q is held slightly away from 2kF, cooling eventually takes it out of the window.

**A GaAs quantum well**

Take n = 10¹¹ cm⁻², effective mass 0.067 mₑ, relative permittivity 12.9 and well width 20 nm. These are inputs chosen for the example, roughly typical of a clean GaAs well; the extra digits below only let you follow the arithmetic. With g = 2, N0 = 2.799×10¹⁰ cm⁻² meV⁻¹, so

EF = n/N0 = 10/2.799 meV = 3.573 meV,  TF = 41.46 K.

At 4.2 K, t = 4.2/41.46 = 0.1013. For the clean, non-interacting gas, the fractional drops from the zero-temperature value are

q = 2kF: 0.5361 × √0.1013 = 0.1706, or 17.1 %;
q = 0: e^{−1/0.1013} = 5.2×10⁻⁵, or 0.0052 %.

At 10 K, with the density still fixed, the full convolution gives drops of 26.4 % and 1.6 %. The square-root law alone gives 26.3 % at 2kF.

In the random-phase approximation the static dielectric function, relative to the host crystal, is

ε(q) = 1 + e²F(q)Π(q)/(2ε₀εᵣq).

F(q) is the average of e^{−q|z−z'|} over the electron's probability density across the well, taken for both z and z'. For the lowest state between infinite barriers, F(2kF) = 0.574. This gives ε(2kF) = 1.710 at zero temperature. At 4.2 K the part above one is reduced by the same 17.06 %:

ε(2kF) = 1 + 0.7104 × (1 − 0.1706) = 1.589.

In the clean gas a static potential component at 2kF is therefore screened less, and its screened value rises by 1.710/1.589 − 1 = 7.6 %.

**What a real well changes**

Disorder blurs the cusp even at T = 0. A mobility of 10⁶ cm²/Vs, with the quantum lifetime τ_q taken as one tenth of the transport lifetime, gives a level width ħ/(2τ_q) equivalent to 1.0 K. As a rough estimate, replace the thermal weight by a Lorentzian of this half-width centred on EF, ignoring vertex corrections. The cusp then costs 9.5 % at T = 0, not counting the Lorentzian's tail below the band bottom. The ideal thermal drop at 1 K is 8.3 %, so the two effects are then of similar size. They do not simply add, because warming acts on a cusp that is already blurred. Applying both weights together, with the band-bottom tail included, gives a fall of only about 9.5 % between T = 0 and 4.2 K, against 17.1 % for the clean gas. Even at 10 K the fall is about 19 %, against 26 %. The exact figures depend on the assumed line shape: a Gaussian of the same half-width gives a fall of about 12 % at 4.2 K. With either shape, the clean square-root law overstates the effect of warming at that temperature. With the Lorentzian, the screened potential component at 2kF rises by only about 4 % between T = 0 and 4.2 K, instead of 7.6 %.

Interactions are not weak either: the mean electron spacing parameter is r_s = 1.75. Including exchange through the Hubbard local field G = 1/√5 at 2kF changes the zero-temperature dielectric function to

ε = 1 + 0.7104/(1 − 0.7104/√5) = 2.04,

which is 19 % above the random-phase value. This G is the strictly two-dimensional one; including the well form factor in it gives G = 0.424 and ε = 2.02. It is also the dielectric function seen by a test charge. For the potential felt by the electrons themselves, the same approximation gives 1 + (1 − 1/√5) × 0.7104 = 1.39, below the random-phase value. This shows how far one approximate correction moves the screening strength; it neither bounds the error nor determines how interactions alter the temperature dependence. Thermal occupation of the second subband is negligible here: with infinite barriers it lies 42 meV above the first, hence 38.5 meV above the Fermi energy, and the Boltzmann factor for that last distance at 10 K is about 4×10⁻²⁰. Finite barriers would reduce that spacing.

The exponential law at q = 0 is more delicate, because it needs a constant density of states. Suppose a slight non-parabolicity gives N(E) = N0(1 + 2aE/EF). With μ in units of EF, fixed density requires, apart from exponentially small terms,

μ + aμ² + aπ²t²/3 = 1 + a.

To leading order in t², μ − 1 = −aπ²t²/[3(1+2a)]. As q → 0, the Lindhard quotient becomes −∂f/∂E, so Π(0) = ∂n/∂μ = N0(1 + 2aμ). Its relative change is

ΔΠ/Π = 2a(μ−1)/(1+2a) = −2π²a²t²/[3(1+2a)²].

With a gap of roughly 1.5 eV, the estimate (1 − 0.067)²/(1.5 eV) = 0.58 eV⁻¹ for the non-parabolicity gives a = 0.58 × 0.003573 = 0.0021. At 4.2 K this T² term is −2.9×10⁻⁵ % (non-parabolicity also alters the exponential term by a similar amount), well below the exponential drop of 5.2×10⁻³ %. At 1 K it is −1.6×10⁻⁶ %, while the exponential drop is only about 10⁻¹⁶ %. With non-parabolicity alone, the q = 0 value still hardly moves, but at the lowest temperatures its small change follows T², not an exponential. Disorder can matter more, because smearing the band bottom also makes the density of states vary near EF. The Lorentzian broadening used above would give a change of about −0.04 % at 4.2 K, larger than the ideal exponential drop. That figure comes almost entirely from the Lorentzian's long tails: a Gaussian of the same half-width gives about −0.005 %, close to the ideal value. Interactions are likely to matter more still. First-order exchange, with the well form factor, changes ∂n/∂μ between T = 0 and 4.2 K by about −0.7 % with the bare Coulomb interaction and by about +0.04 % with static Thomas–Fermi screening. Both exceed the ideal 0.005 %, and even the sign depends on the approximation. The q = 0 value still moves far less than the 2kF value, but the exponential law belongs to the clean non-interacting gas and should not be expected to be visible in such a well at 4.2 K. The remaining figures are in the numerical output below.

Computed values

```
T=0 formula, largest error: 1.7e-11
convolution vs direct sum, largest difference: 9.7e-13
q->0 law vs direct sum, largest difference: 3.9e-08
coefficient C, closed form: 0.536077
coefficient from direct sum at t=0.02: 0.536077
remainder R at t=0.05: -1.049e-10
remainder R at t=0.1: -2.666e-06
remainder R at t=0.2: -3.971e-04
remainder R at t=0.5: -4.924e-03
remainder R at t=1: 5.121e-03
q=1.5 kF, t=0.05: drop 4.186e-05, law 4.187e-05
q=3 kF, t=0.05: rise 4.939e-04, law 4.904e-04
density: 1.0e+11 cm^-2; mass: 0.067 m_e
relative permittivity: 12.9; well width: 20 nm
mobility: 1.0e+06 cm2/Vs; lifetime ratio: 10
Fermi energy: 3.573 meV
Fermi temperature: 41.46 K
2kF: 0.1585 nm^-1
N0: 2.799e+10 cm^-2 meV^-1
well form factor at 2kF: 0.5737
dielectric function at 2kF, T=0: 1.7104
T=1.0 K: T/TF = 0.0241
  drop at 2kF: 8.325 %, square-root law: 8.325 %
  drop at q=0: 9.842e-17 %
  dielectric function at 2kF: 1.6512
  non-parabolic change at q=0: -1.63e-06 %
T=4.2 K: T/TF = 0.1013
  drop at 2kF: 17.062 %, square-root law: 17.062 %
  drop at q=0: 5.160e-03 %
  dielectric function at 2kF: 1.5892
  non-parabolic change at q=0: -2.88e-05 %
T=10.0 K: T/TF = 0.2412
  drop at 2kF: 26.417 %, square-root law: 26.327 %
  drop at q=0: 1.582e+00 %
  dielectric function at 2kF: 1.5227
  non-parabolic change at q=0: -1.63e-04 %
disorder width / k_B: 1.003 K
disorder-only drop at 2kF, T=0: 9.46 %
r_s: 1.751
Hubbard dielectric function at 2kF, T=0: 2.0412
subband spacing, infinite barriers: 42.1 meV
second-subband Boltzmann factor at 10 K: 3.9e-20
gap used: 1.5 eV; non-parabolicity: 0.580 eV^-1
```
